# Self-absorption of a white line in fluorescence yield, and its correction

## Problem

An absorption edge is recorded by counting the fluorescence that follows each core hole. The sample is flat, homogeneous, concentrated and so thick that no incident light passes through it. At incident photon energy $E$ its absorption coefficient is

$$\mu_T(E)=\mu_a(E)+\mu_b ,$$

where $\mu_a$ creates the core hole whose fluorescence is detected and $\mu_b$ is all other absorption, taken as constant near the edge. The fluorescence has a fixed energy, at which the sample absorbs with coefficient $\mu_f$. The beam enters at angle $\theta_{\rm in}$ and the detected light leaves at $\theta_{\rm out}$, both measured from the surface.

Let $E_n$ be an energy above the white line, and $\mu_n=\mu_a(E_n)$. Define the true spectrum $x=\mu_a(E)/\mu_n$ and the measured one $y=F(E)/F(E_n)$, where $F$ is the fluorescence signal per incident photon.

Take the round model values $\mu_n=1.5\times10^5$, $\mu_b=1.0\times10^5$ and $\mu_f=2.0\times10^5\ \mathrm{m^{-1}}$, and a white line of true height $x=2.5$.

(a) Find $y$ as a function of $x$.

(b) With beam and detector at 90° to each other, how does the measured height depend on $\theta_{\rm in}$?

(c) Invert the relation, recover the true height from the 45° reading, and find the effect of an error of 0.01 in $y$ and of 0.02 in the sample parameter that enters the correction.

## A tempting solution

Core holes are created at a rate proportional to $\mu_a(E)$. A fluorescence photon born at depth $z$ escapes with probability $e^{-\mu_f z/\sin\theta_{\rm out}}$. Since the fluorescence energy is fixed, this probability does not change as $E$ is scanned. Reabsorption therefore multiplies the whole spectrum by one constant, which cancels in $F(E)/F(E_n)$. Hence $y=x$: the white line has height 2.5 in every geometry, and no correction is needed.

## Where it fails

The escape probability from a given depth is indeed independent of $E$. The distribution of depths is not. The beam reaches depth $z$ weakened by $e^{-\mu_T(E)z/\sin\theta_{\rm in}}$, and $\mu_T$ contains the very $\mu_a(E)$ that is being measured. The argument left this factor out.

Its effect is plain in a thick sample. Every photon that enters is absorbed somewhere, so raising $\mu_a$ cannot raise the number of core holes in proportion. It raises the share $\mu_a/\mu_T$ of absorption events that produce the right core hole, and it moves these events towards the surface.

## (a) The measured spectrum

A layer between $z$ and $z+dz$ is crossed along a path $dz/\sin\theta_{\rm in}$. Per incident photon it therefore creates

$$e^{-\mu_T z/\sin\theta_{\rm in}}\;\mu_a\,\frac{dz}{\sin\theta_{\rm in}}$$

core holes. Each emits a detectable photon with probability $\varepsilon$, isotropically, so a small detector of solid angle $\Delta\Omega$ lies in its direction with probability $\Delta\Omega/4\pi$. Write $K=\varepsilon\,\Delta\Omega/4\pi$, assumed constant over the scan. Including escape, a sample of thickness $d$ gives

$$F=\frac{K\mu_a}{\sin\theta_{\rm in}}\int_0^d e^{-\kappa z}\,dz
=\frac{K\mu_a}{\kappa\sin\theta_{\rm in}}\left(1-e^{-\kappa d}\right),
\qquad
\kappa=\frac{\mu_T}{\sin\theta_{\rm in}}+\frac{\mu_f}{\sin\theta_{\rm out}} .$$

This assumes a smooth surface, angles well above those of total reflection, a detector that sees the whole footprint, and a signal from which scattered light has been subtracted. Core holes made by secondary radiation are neglected.

With $g=\sin\theta_{\rm in}/\sin\theta_{\rm out}$, the denominator is $\kappa\sin\theta_{\rm in}=\mu_T+g\mu_f$, so

$$F=K\,\frac{\mu_a}{\mu_a+\mu_b+g\mu_f}\left(1-e^{-\kappa d}\right).$$

If $\kappa d\ll1$, then $1-e^{-\kappa d}\approx\kappa d$ and $F\approx K\mu_a d/\sin\theta_{\rm in}$. The tempting answer $y=x$ is thus right for a thin sample.

For a thick sample the exponential drops out. Put $\beta=\mu_b+g\mu_f$ and $\mu_a=x\mu_n$, and divide by the value at $x=1$:

$$y=\frac{x\mu_n}{x\mu_n+\beta}\cdot\frac{\mu_n+\beta}{\mu_n}
=\frac{x(\mu_n+\beta)}{x\mu_n+\beta}.$$

Dividing numerator and denominator by $\mu_n+\beta$ leaves a single parameter:

$$\boxed{\,y=\frac{x}{1-s+sx},\qquad s=\frac{\mu_n}{\mu_n+\mu_b+g\mu_f}\,}$$

because $\beta/(\mu_n+\beta)=1-s$. To see how much of a peak survives, subtract 1:

$$y-1=\frac{x-1+s-sx}{1-s+sx}=\frac{(1-s)(x-1)}{1+s(x-1)} .$$

Weak oscillations about $x=1$ are reduced by the factor $1-s$. A strong peak is reduced further by the denominator, and for $x\to\infty$ the signal saturates at $y=1/s$. In a dilute sample $\mu_n\ll\mu_b+g\mu_f$, so $s\to0$ and $y\to x$ even though the sample is thick.

## (b) Dependence on geometry

Let the surface normal lie in the plane of the beam and the detector direction, as is usual. With these two at 90°, $\theta_{\rm out}=90^\circ-\theta_{\rm in}$, so $\sin\theta_{\rm out}=\cos\theta_{\rm in}$ and $g=\tan\theta_{\rm in}$. At 45°, $g=1$ and

$$s=\frac{1.5}{1.5+1.0+2.0}=0.3333,\qquad
y=\frac{2.5}{0.6667+0.3333\times2.5}=\frac{2.5}{1.5}=1.667 .$$

The excess over the continuum has fallen from 1.5 to 0.667, which is 44 % of its true value. The other angles follow in the same way:

| $\theta_{\rm in}$ | $g$ | $s$ | peak $y$ | excess kept |
|---|---|---|---|---|
| 10° | 0.176 | 0.526 | 1.398 | 27 % |
| 30° | 0.577 | 0.410 | 1.547 | 36 % |
| 45° | 1.000 | 0.333 | 1.667 | 44 % |
| 60° | 1.732 | 0.252 | 1.815 | 54 % |
| 80° | 5.671 | 0.108 | 2.150 | 77 % |
| 85° | 11.430 | 0.059 | 2.296 | 86 % |

**Grazing incidence.** As $g\to0$, all absorption happens close to the surface and the fluorescence escapes freely. The formula nevertheless gives its strongest damping here, tending to $s=\mu_n/(\mu_n+\mu_b)=0.60$ and $y=1.316$; at 1° it gives $y=1.324$. The limit itself cannot be reached. Near and below the critical angle of total reflection, a few tenths of a degree for 10 keV X-rays, refraction confines the field to a thin surface layer, the formula no longer applies and the damping weakens again. In the formula's limit, what remains is the competition between $\mu_a$ and $\mu_b$: the share of useful absorption events rises from $1.5/2.5$ after the edge to $3.75/4.75$ at the peak, a ratio of 1.316. Reabsorption of the fluorescence is therefore not what flattens the line. The term $g\mu_f$ adds a constant to the denominator of $F$ and so makes $s$ smaller.

**Grazing exit.** As $g\to\infty$, light escapes from a surface layer too thin to weaken the incoming beam appreciably. The sample then acts as a thin one, and $s\to0$. The price is signal: at $x=1$ the thick-sample yield is $F=Ks$, so $s$ measures both the damping and the count rate. Going from 45° to 80° at the same solid angle lowers the post-edge signal by the factor $0.1084/0.3333\approx0.325$.

A finite aperture matters here, since $g$ varies quickly with exit angle. For 80° incidence and a detector accepting exit angles from 5° to 15°, with equal azimuthal range at each, the peak is 2.140 instead of 2.150. Correcting it with the central angle gives 2.485, which is 0.6 % below the true height.

**How thick is thick?** Requiring $e^{-\kappa d}=0.001$ at $E_n$ gives $d=\ln(1000)/\kappa$. At 45°,

$$\kappa=\frac{(2.5+2.0)\times10^5}{0.7071}\ \mathrm{m^{-1}},\qquad d=10.9\ \mathrm{\mu m}.$$

For $x>1$, $\kappa$ is larger still, so at this thickness the peak $y$ differs from its thick-sample value by at most about 0.1 %.

**Width and area.** The damping also changes the shape of the line. Take a Lorentzian of height $A$ on a flat continuum, $x=1+A/(1+t^2)$, with $t$ the detuning in half-widths. Inserting $x-1$ into the formula for $y-1$ and multiplying numerator and denominator by $1+t^2$ gives

$$y-1=\frac{(1-s)A}{1+sA+t^2}
=\frac{(1-s)A}{1+sA}\;\frac{1}{1+t^2/w^2},\qquad w=\sqrt{1+sA}.$$

The line remains Lorentzian but is wider by the factor $w$. Its area, proportional to height times width, is multiplied by

$$\frac{1-s}{1+sA}\,w=\frac{1-s}{\sqrt{1+sA}} .$$

For $A=1.5$ at 45°, $w=\sqrt{1.5}=1.22$ and the area factor is $0.667/1.225=0.54$. An uncorrected area would thus understate the strength of such a line by 46 %. A white line usually sits on the rising edge and does not meet the flat-continuum assumption, so these two factors should not be used for it. The slope $dy/dx=(1-s)/(1-s+sx)^2$ is larger where the continuum is lower, so a line of the same height on the rising edge loses less of its area. The relation between $x$ and $y$ still holds point by point, provided the energy spread of the beam is small compared with the width of the line.

## (c) The correction

Multiply $y=x/(1-s+sx)$ by its denominator and collect the terms in $x$:

$$y(1-s)+sxy=x\quad\Rightarrow\quad y(1-s)=x(1-sy)\quad\Rightarrow\quad
\boxed{\,x=\frac{y(1-s)}{1-sy}\,}$$

At 45°,

$$x=\frac{1.6667\times0.6667}{1-0.3333\times1.6667}=\frac{1.1111}{0.4444}=2.50 .$$

The denominator shows the danger: as $y$ approaches the saturation value $1/s$, here 3, small errors are greatly magnified. To quantify this, differentiate at fixed $s$:

$$\frac{\partial x}{\partial y}=(1-s)\,\frac{(1-sy)+sy}{(1-sy)^2}=\frac{1-s}{(1-sy)^2}.$$

Let $D=1-s+sx$. Since $y=x/D$, we have $1-sy=(D-sx)/D=(1-s)/D$, and therefore

$$\frac{\partial x}{\partial y}=\frac{D^2}{1-s}=\frac{1.5^2}{0.6667}=3.375 .$$

An error of 0.01 in $y$ becomes 0.034 in $x$, to first order.

The sample parameter in the correction is $s$. At fixed $y$,

$$\frac{\partial x}{\partial s}=\frac{-y(1-sy)+y^2(1-s)}{(1-sy)^2}=\frac{y(y-1)}{(1-sy)^2}.$$

Inserting $y=x/D$, $y-1=(1-s)(x-1)/D$ and $1-sy=(1-s)/D$, the factors $D^2$ cancel:

$$\frac{\partial x}{\partial s}=\frac{x(x-1)}{1-s}=\frac{2.5\times1.5}{0.6667}=5.625 .$$

If $s$ is too large by 0.02, the first-order estimate of the corrected height is $2.5+0.02\times5.625=2.61$. The full formula gives 2.62. An overestimated $s$ thus produces a white line that is too high.

**When $\mu_b$ varies.** Over a wider scan $\mu_b$ is not constant, so $\beta$ becomes $\beta(E)$, while $s$ keeps its value at $E_n$. Since $F(E_n)=Ks$, the measured ratio obeys

$$sy=\frac{x\mu_n}{x\mu_n+\beta(E)}\quad\Rightarrow\quad
x=\frac{sy}{1-sy}\,\frac{\beta(E)}{\mu_n}.$$

The definition of $s$ gives $s\,\beta(E_n)/\mu_n=1-s$, that is, $s/\mu_n=(1-s)/\beta(E_n)$. Hence

$$x=\frac{y(1-s)}{1-sy}\,\frac{\beta(E)}{\beta(E_n)} .$$

As an illustration, take a model edge at 10000 eV, an arctangent step $\tfrac12+\tfrac1\pi\arctan[2(E-10000\ \mathrm{eV})/5\ \mathrm{eV}]$ plus a Lorentzian of height 1.8 and full width 5 eV centred at 10002 eV, normalised at 10100 eV, with $\mu_b\propto E^{-3}$ and the 45° geometry. Let $\mu_n$ and $\mu_b$ take the values above at 10100 eV. The peak, at 10002 eV, has true height 2.532 and measured height 1.669. The constant-$\mu_b$ correction returns 2.507, which is 1 % too low, and the extra factor restores 2.532.

The numerical check checks the damping formula, its thin, dilute, saturation, weak-oscillation and grazing-incidence limits, the width and area factors and the correction with varying $\mu_b$ against yields summed layer by layer. It checks the two error gains against finite differences of the correction formula, and the solid-angle prefactor against a photon-by-photon simulation. The finite-aperture values are obtained by integrating the thick-sample formula over the exit angles and have no separate test.

## Computed results

```
Model: mu_n, mu_b, mu_f = 1.50e+05 1.00e+05 2.00e+05 1/m
True white-line height x = 2.50
theta_in/deg  g  s  peak y  retained excess
10  0.1763  0.5258  1.3976  0.2651
30  0.5774  0.4104  1.5474  0.3649
45  1.0000  0.3333  1.6667  0.4444
60  1.7321  0.2515  1.8152  0.5435
80  5.6713  0.1084  2.1505  0.7670
85  11.4301  0.0591  2.2963  0.8642
theta_in/deg  width factor  area factor  depth/um (exp(-tau)=0.001)
10  1.3374  0.3545  4.20
30  1.2711  0.4638  9.45
45  1.2247  0.5443  10.85
60  1.1736  0.6378  10.03
80  1.0782  0.8270  4.91
85  1.0434  0.9017  2.71
Grazing incidence: s limit = 0.6000, peak y = 1.3158
45 deg: saturation value 1/s = 3.0000
45 deg: weak-oscillation factor 1-s = 0.6667
Monte Carlo counts: 39833, formula: 39753
45 deg: peak y = 1.6667, corrected x = 2.5000
45 deg: dx/dy = 3.3750, dx/ds = 5.6250
Error 0.01 in y gives first-order error 0.0337 in x
s too large by 0.02: corrected x = 2.6216 (first order 2.6125)
Model edge 10000 eV, normalised at 10100 eV, width 5.0 eV
Peak at 10002 eV: true x = 2.5320, measured y = 1.6688
Corrected with constant mu_b: 2.5072
Corrected with varying mu_b: 2.5320
80 deg, exit 5-15 deg: peak y = 2.1403 (point detector 2.1505)
Corrected with the central angle: x = 2.4846
```
